# Symmetry zeros and true instabilities in the Hartree–Fock orbital Hessian, part 2

A manuscript finds two zero orbital-Hessian eigenvalues for the UHF state of HCl (6-31G, $R=2.3$ Å) in the GHF space, where orbitals may mix spin components with complex coefficients. It claims that a zero marks imminent collapse (step 1), that a quartic energy rise along the eigenvector excludes symmetry (step 3), and that a noncollinear Hubbard state with three zeros is still more fragile (step 4).

Energies are in $E_h$ for molecules. Determinants near $P_0$ are $P=e^KP_0e^{-K}$, where $K$ has virtual–occupied block $\kappa_{ai}$ ($i,j$ occupied, $a,b$ virtual). With $z=(\operatorname{Re}\kappa,\operatorname{Im}\kappa)$ and $x\cdot y=\operatorname{Re}\operatorname{tr}(x^\dagger y)$, $E=E_0+g\cdot z+\tfrac12z^THz+\dots$ The second-order energy is $\kappa^\dagger A\kappa+\operatorname{Re}(\kappa^\dagger B\kappa^*)$, with $h$ the one-electron Hamiltonian, $F$ the Fock matrix and
$$A_{ai,bj}=F_{ab}\delta_{ij}-\delta_{ab}F_{ji}+\langle aj\|ib\rangle,\qquad B_{ai,bj}=\langle ab\|ij\rangle .$$

Spin rotations $e^{\theta G}$ have generators $G_k=-is_k$, $s_k=\tfrac12\sigma_k\otimes1$. In the orbital basis $G$ has virtual–occupied block $v=G_{vo}$ (for $G_k$, $v_k$) and diagonal blocks $D_{oo},D_{vv}$. Along the orbit $d\kappa/d\theta=V(\kappa)$, with
$$V(\kappa)=v+\mathrm{ad}_D\kappa+O(\kappa^2),\qquad \mathrm{ad}_D\kappa=D_{vv}\kappa-\kappa D_{oo},$$
and $w=\mathrm{ad}_Dv$. Invariance of the energy gives
$$Hv=\mathrm{ad}_D\,g. \tag{1}$$
At a stationary determinant $Hv=0$, so a nonzero $v$ is an exact null vector (Goldstone mode). With a small residual gradient, the small eigenvalue at a collinear state is $\lambda=-g\cdot w/|v|^2+O(g^2/\Delta)$, $\Delta$ being the gap to the other eigenvalues.

The number of spin zeros is the rank of $\Gamma_{kl}=v_k\cdot v_l$, the covariance matrix of the total spin: 0 for RHF, 2 for collinear UHF, 3 if no spin axis is conserved. For UHF with $\hat S_z$ eigenvalue $M$,
$$\Gamma_{xx}=\Gamma_{yy}=\tfrac12\left(\langle\hat S^2\rangle-M^2\right).$$
$N_\alpha,N_\beta$ are the electron numbers, and $O=\sum_{ij}|\langle i_\alpha|j_\beta\rangle|^2$ runs over occupied pairs. For real orbitals $H$ splits into real and imaginary blocks.

## The quartic rise of step 3

The energy is flat along the orbit $e^{\theta G}$, and the orbit is curved in the coordinates $z$. It solves $d\kappa/d\theta=V(\kappa)$ with $\kappa(0)=0$, so $\kappa'(0)=v$ and $\kappa''(0)=\mathrm{ad}_Dv=w$. The $O(\kappa^2)$ part of $V$ first contributes at third order. Thus $z(\theta)=\theta v+\tfrac12\theta^2w+\theta^3u+\dots$ with some $u$. A scan along the eigenvector follows the straight line $\theta v$ and leaves the orbit at order $\theta^2$.

Expand about the stationary point as $E-E_0=\tfrac12H[z,z]+\tfrac16T[z,z,z]+\tfrac1{24}Q[z,z,z,z]+\dots$ with symmetric forms $T$ and $Q$. The symmetry maps stationary points to stationary points, so the gradient $Hz+\tfrac12T[z,z,\cdot]+\dots$ vanishes along the whole orbit. Its $\theta^2$ term is $\tfrac12Hw+\tfrac12T[v,v,\cdot]=0$, which gives

$$T[v,v,y]=-y^THw\quad\text{for every }y.$$

With $y=v$ this yields $T[v,v,v]=0$, since $Hv=0$. The energy also vanishes order by order along the orbit. At $\theta^4$ the quadratic form contributes $\tfrac12(w/2)^TH(w/2)+v^THu=\tfrac18w^THw$. The cubic form contributes $\tfrac16\cdot3\,T[v,v,w/2]=-\tfrac14w^THw$, the factor 3 counting the slots for $w$. The quartic form contributes $\tfrac1{24}Q[v,v,v,v]$. The sum is zero, so $\tfrac1{24}Q[v,v,v,v]=\tfrac18w^THw$, and on the straight line

$$E(\theta v)-E_0=\tfrac18\theta^4\,w^THw+O(\theta^5).$$

At 2.3 Å and $\theta=0.04$ the computed $\Delta E/\theta^4$ is $0.005110\,E_h$ against the predicted $0.005111\,E_h$. The rise itself is $0.005110\times0.04^4=1.3\times10^{-8}\,E_h$. The true rotation by one radian changes the energy by less than the asserted $10^{-9}\,E_h$. The quartic rise is what a Goldstone mode must show whenever $w^THw\neq0$.

The quantity that separates the two kinds of zero is the quartic coefficient after relaxation. On the curve $z=\theta v+\theta^2y$ the $\theta^4$ term is

$$\tfrac12y^THy+\tfrac12T[v,v,y]+\tfrac1{24}Q[v,v,v,v]=\tfrac12y^THy-\tfrac12y^THw+\tfrac18w^THw=\tfrac12\left(y-\tfrac w2\right)^TH\left(y-\tfrac w2\right).$$

It vanishes at $y=w/2$, which is the orbit. At a bifurcation the relaxed coefficient is in general nonzero and decides what the new branch looks like.

## Where the incipient zero is

Step 1 does describe the RHF determinant at the Coulson–Fischer point. RHF has $\Gamma=0$, so none of its zeros can be a spin Goldstone mode. Its lowest eigenvalue is $+0.04581\,E_h$ at $R_c-0.05$ Å and $-0.04268\,E_h$ at $R_c+0.05$ Å, with $R_c=1.695$ Å at this level of theory (1.724 Å in cc-pVDZ and 1.722 Å in cc-pVTZ, a shift of about 0.03 Å). The mean slope is $(-0.04268-0.04581)/0.10=-0.885\,E_h$/Å. The eigenvalue is zero at one bond length and has opposite signs on either side.

The mode is threefold degenerate in the GHF space. For an RHF reference each pair of spatial orbitals carries a $2\times2$ spin matrix of rotation parameters. Take $\kappa=\tau\otimes(\mathbf m\cdot\boldsymbol\sigma)$ with a fixed real spatial matrix $\tau$, normalized so that $|z|=|\mathbf m|$. A spin rotation $U$ leaves $P_0$ unchanged and turns $\mathbf m\cdot\boldsymbol\sigma$ into $U(\mathbf m\cdot\boldsymbol\sigma)U^\dagger=(\mathcal R\mathbf m)\cdot\boldsymbol\sigma$, with $\mathcal R$ the corresponding rotation in three dimensions. The three components share one eigenvalue $\lambda$. At $R_c$ the program finds three eigenvalues below $10^{-5}\,E_h$ and the next at $0.2715\,E_h$. Three zeros thus occur here with rank $\Gamma=0$, where they mark a real crossing, and in a noncollinear state with rank $\Gamma=3$, where they mark nothing of the kind. The count alone does not distinguish the cases.

The two kinds of zero are connected by the branch that starts at $R_c$. Relax all stiff coordinates at fixed small $\mathbf m$. The relaxed energy is invariant under $\mathcal R$ and smooth, so it depends on $|\mathbf m|^2$:

$$E=E_{\rm RHF}+\tfrac12\lambda|\mathbf m|^2+c|\mathbf m|^4+\dots$$

The gradient is $(\lambda+4c|\mathbf m|^2)\,m_k$. For $c>0$ and $\lambda<0$ it vanishes on the sphere $|\mathbf m|^2=-\lambda/4c$. The second derivatives are $(\lambda+4c|\mathbf m|^2)\delta_{kl}+8c\,m_km_l$. On the sphere the first term is zero, which leaves curvature $8c|\mathbf m|^2=-2\lambda$ along $\mathbf m$ and zero in the two directions tangent to the sphere. A point on the sphere is a UHF state with axis $\mathbf m$, and the tangent directions are its two Goldstone modes. The curvature $-2\lambda$ equals the eigenvalue of the full $H$ at leading order only: the sixth-order term and the relaxed coordinates, which are $O(|\mathbf m|^2)$, give relative corrections of order $|\mathbf m|^2\propto R-R_c$.

At $R_c+0.01$ Å the RHF eigenvalue is $-0.008778\,E_h$ and the third UHF eigenvalue is $0.017409\,E_h$, a ratio of 1.983. At $R_c+0.005$ Å the values are $-0.004405$ and $0.008772\,E_h$, and the ratio from the unrounded numbers is 1.9916. The deficits from 2 are 0.0168 and 0.0084, which halve with the distance as a linear correction should. The UHF branch exists on the side where $\lambda<0$ with positive longitudinal curvature, which establishes $c>0$ for this molecule in this basis. Of the three modes that cross zero in RHF, one stiffens again on the new branch and two remain at zero. The zeros at 2.3 Å record an instability that has already been resolved.

## Extra zeros and lifted zeros

The counts two and three refer to spin alone. Equation (1) applies to any anti-Hermitian one-electron generator that leaves the energy invariant. In a linear molecule the rotation about the axis, generated by $-i\ell_z$, is one, provided the basis is closed under it. In stretched HCl the count of two shows that the state has kept its axial symmetry. The cation HCl$^+$ at 1.3 Å, with a $\beta$ electron removed from a real $\pi$ orbital, has not. There $M=\tfrac12$, $\langle\hat S^2\rangle=0.75282$ and $\Gamma_{xx}=(0.75282-0.25)/2=0.25141$. The rank of $\Gamma$ is 2, but $H$ has three zeros. The third is the axial vector, with $|v_L|^2=1.0007$. This is close to 1 because, for frozen symmetric orbitals, the generator turns the occupied $\pi_y\beta$ orbital into the empty $\pi_x\beta$ with unit coefficient and maps the rest of the occupied space into itself. A collinear state with three zeros is not noncollinear, and the rank of $\Gamma$ tells the cases apart.

The cation also has three small positive eigenvalues, $0.0011$, $0.0081$ and $0.0081\,E_h$, below a gap to $0.293\,E_h$. With the orbitals of the neutral molecule frozen, removing an electron from a normalized combination $\chi$ of the four $\pi$ spin orbitals costs $-\langle\chi|F|\chi\rangle=-\varepsilon_\pi$ for every $\chi$. The hole can turn toward three other spin orbitals with a real or an imaginary coefficient, which gives six flat directions. Three of them, toward $\pi_x\alpha$ with either coefficient and toward $\pi_y\beta$ with a real one, are symmetry directions. The other three match the small eigenvalues in number and in the pattern of one single value and one pair. The eigenvectors were not inspected, so this is an agreement of counts and not an identification. No symmetry fixes the three small eigenvalues, and for them a change of sign under a change of basis or geometry is a real instability. This happens with polarization functions: the pair becomes $-0.0068\,E_h$ in cc-pVDZ and $-0.0051\,E_h$ in 6-311G**, the single value rises to $0.025$ and $0.024\,E_h$, and the collinear cation is then a saddle point in the GHF space. The three zeros remain, while $\langle\hat S^2\rangle$ moves to 0.758 and $|v_L|^2$ to 1.010 in cc-pVDZ.

If symmetry is the cause of the zeros, removing the symmetry must remove them. Add $-b\,s_z$ to $h$. Since $(s_z)_{vo}=0$ at a collinear state, $g$ is unchanged and the state stays stationary. The Fock terms of $A$ change by $-b(m_a-m_i)$ on the diagonal, with $m=\pm\tfrac12$ the spin projections. In $H$ this is $+2b$ for $\alpha\to\beta$ rotations and $-2b$ for $\beta\to\alpha$ rotations. Split $v_x=v_++v_-$ accordingly. The elements of $s_x$ are half the spatial overlaps, so completeness gives $|v_+|^2=\tfrac14(N_\alpha-O)$ and $|v_-|^2=\tfrac14(N_\beta-O)$. Because the field-free $H$ annihilates $v_x$,

$$v_x^THv_x=2b\left(|v_+|^2-|v_-|^2\right)=\tfrac12b(N_\alpha-N_\beta)=bM .$$

This agrees with the orbit energy $-bM\cos\theta$, whose second derivative at $\theta=0$ is $bM$. To first order in $b$ the lifted eigenvalue is $bM/\Gamma_{xx}$. For $b=10^{-3}\,E_h$, $v_x^THv_x=5.000\times10^{-4}\,E_h$ and $bM/\Gamma_{xx}=5\times10^{-4}/0.25141=1.9888\times10^{-3}\,E_h$. Diagonalization gives $1.98875\times10^{-3}\,E_h$, lower by about $2\times10^{-5}$ relative to the estimate. One zero is left, as expected, since the field does not affect the axial symmetry.

The sign of the lifting depends on the perturbation. A field against the moment, $bM<0$, makes the curvature negative. For $M=0$ the form $v_x^THv_x$ vanishes while $Hv_x=2b(v_+-v_-)\ne0$. The trial vector $v_x-\eta Hv_x$ then gives $-2\eta|Hv_x|^2+O(\eta^2)<0$ for small $\eta>0$, so a broken-symmetry state with $M=0$ is unstable in a field along its axis and tilts away. This last case is derived here and was not computed. In this limited sense a Goldstone direction is soft: a term that breaks the symmetry selects an orientation. That term is absent from the Hamiltonian of the manuscript. With spin–orbit coupling the spin generators alone are no longer symmetries, and (1) survives only for combined generators such as $\ell_z+s_z$ in a linear molecule.

## The noncollinear state of step 4

The model is the three-site Hubbard ring with hopping $-t$ between all pairs, $U=8t$ and three electrons. The Hessian has dimension $2\times3\times3=18$. The leading behaviour at large $U$ can be derived. Put one electron on each site $i$ in a spinor along the unit vector $\mathbf n_i$. The virtual orbitals are the opposite spinors. For the rotation from the occupied spinor on $i$ to the virtual one on $j$, $|F_{ai}|^2=t^2(1-\mathbf n_i\cdot\mathbf n_j)/2$, the squared overlap of a spinor along $\mathbf n_i$ with one along $-\mathbf n_j$. The diagonal element is $A=F_{aa}-F_{ii}=U-0$: the virtual spinor feels the Coulomb repulsion of the electron on its site with no exchange, and the self-interaction of the occupied spinor cancels. The two-electron parts of $A$ and $B$ vanish among intersite rotations, because they would need all four orbitals on one site. Minimizing $2\operatorname{Re}F^*\kappa+U|\kappa|^2$ gives $-|F|^2/U$, and each pair of sites contributes two such rotations. With $\sum_{i<j}\mathbf n_i\cdot\mathbf n_j=\tfrac12(|\sum\mathbf n_i|^2-3)$,

$$E\approx-\frac{t^2}{U}\sum_{i<j}(1-\mathbf n_i\cdot\mathbf n_j)=-\frac{9t^2}{2U}+\frac{t^2}{2U}\Big|\sum_i\mathbf n_i\Big|^2 .$$

The 120° arrangement has $\sum\mathbf n_i=0$ and $E\approx-4.5/8=-0.5625\,t$. The computed energy is $-0.5558\,t$. The collinear $\uparrow\uparrow\downarrow$ arrangement has $|\sum\mathbf n_i|^2=1$ and $E\approx-0.5\,t$, against the computed $-0.5029\,t$.

A tilt of a spin by an angle $a$ rotates its spinor by $\kappa=a/2$. If $|\sum\mathbf n_i|^2$ has a quadratic form with eigenvalue $q$ in the tilt angles, then $(t^2/2U)\,q\,(2\kappa)^2=\tfrac12\lambda\kappa^2$ gives $\lambda=4qt^2/U=q\,t/2$ at $U=8t$.

In the 120° state the change of $\sum\mathbf n_i$ is linear in the tilts. Out-of-plane tilts give $(a_1+a_2+a_3)^2$, with $q=3,0,0$. In-plane tilts give $|\sum a_i\mathbf e_i|^2$ with unit tangents satisfying $\mathbf e_i\cdot\mathbf e_j=-\tfrac12$ for $i\neq j$. This Gram matrix is $\tfrac32$ times the identity minus $\tfrac12$ times the all-ones matrix, so $q=0,\tfrac32,\tfrac32$. The estimate is three zeros and $\lambda=0.75,\,0.75,\,1.5\,t$. The computed state has moments of 0.477 at 120.00°, three zeros split as one real and two imaginary, no negative eigenvalue, and lowest nonzero values $0.655,\,0.655,\,1.388\,t$. The next, $14.5\,t$, is of the size $2U$ expected for charge transfer.

In the collinear state, tilts $a_1,a_2,a_3$ toward one transverse axis give a transverse sum $a_1+a_2+a_3$ and a longitudinal sum $1-\tfrac12(a_1^2+a_2^2-a_3^2)$. To second order $|\sum\mathbf n_i|^2=1+2a_1a_2+2a_1a_3+2a_2a_3+2a_3^2$. The matrix of this form has rows $(0,1,1)$, $(1,0,1)$, $(1,1,2)$. The vector $(1,-1,0)$ has $q=-1$, the rigid rotation $(1,1,-1)$ has $q=0$, and the trace 2 fixes the third at $q=3$. Each value occurs for both transverse axes, so the estimate is two zeros, two eigenvalues $-0.5\,t$ and two of $1.5\,t$. The computed values are two zeros, $-0.406\,t$ twice and $1.462\,t$ twice. The estimates are of leading order in $t/U=1/8$. The largest relative miss is $-0.5$ against $-0.406$, a difference of about 23% of the computed value; the largest absolute miss among these soft modes is $1.5$ against $1.388$, about $0.11\,t$. Higher-order terms were not evaluated.

The matrix $\Gamma$ behaves likewise. A localized spin along $\mathbf n_i$ has variance $\tfrac14[1-(\mathbf n_i\cdot\mathbf e)^2]$ along $\mathbf e$. For the 120° state the sum is $\tfrac34$ out of the plane and $\tfrac14(3-\tfrac32)=\tfrac38$ in it, and the computed eigenvalues are 0.683, 0.358, 0.358. For the collinear state the limit is $\tfrac34,\tfrac34,0$, and the computed values are 0.688, 0.688, 0. For both states the whole $18\times18$ Hessian was also built from finite differences of the energy. It agrees with the formula within the asserted $10^{-4}\,t$, and it has 3 and 2 eigenvalues below $10^{-3}\,t$ in magnitude.

Step 4 has the order reversed. The state with three zeros is a local minimum and lies $0.555757-0.502880=0.0529\,t$ below the state with two, which is a saddle point. The instability of the collinear state is in its negative pair, which splays the two parallel spins apart, and its two zeros are present whether or not that pair is negative.

## Requested changes

The claim of an incipient instability at 2.3 Å should be withdrawn, and each reported zero should be accompanied by the following.

1. The gradient norm, which must be well below the magnitude of any nonzero eigenvalue whose sign is interpreted.
2. The rank of $\Gamma$ and the weight of the eigenvector in the span of the vectors $G_{vo}$ of all continuous symmetries, spin and spatial.
3. The space of rotations, real or complex, spin-conserving or not, since the visible count depends on it.
4. The eigenvalue at neighbouring geometries, to show whether it stays at zero or changes sign.
5. The lowest eigenvalue on the complement of the symmetry directions, on which any statement about stability should rest. If that eigenvalue is itself zero, the second-order test is silent and the relaxed higher-order terms are needed.

## Values computed for the example and the checks

```
HCl, HF/6-31G; H eigenvalues in Eh; zero means |lam| < 1e-07
Hessian dimension 432; Rc = 1.6954 A
RHF at Rc: modes below 1e-5 Eh = 3, rank Gamma = 0, next lam = 0.27152 Eh
RHF lowest lam: Rc-0.05 A 0.04581 Eh, Rc+0.05 A -0.04268 Eh
Rc+0.01 A: RHF -0.008778 Eh, UHF zeros 2, longitudinal 0.017409 Eh, ratio 1.9832
Rc+0.005 A: RHF -0.004405 Eh, UHF zeros 2, longitudinal 0.008772 Eh, ratio 1.9916
R = 2.6 A: E_RHF -459.852499 Eh, E_UHF -459.944003 Eh, lowering 2.4899 eV
  RHF lowest -0.48066 Eh; UHF lam 9.9e-13 1.0e-12 0.01658 Eh
  zeros real/imag/UHF block (1, 1, 0); weight of v_x in null space 1.00000000
  <S^2> 0.93726; Gamma xx yy zz 0.46863 0.46863 2.9e-28
R = 2.3 A: E_RHF -459.891824 Eh, E_UHF -459.948196 Eh, lowering 1.5340 eV
  RHF lowest -0.37049 Eh; UHF lam -4.5e-15 8.5e-15 0.03928 Eh
  zeros real/imag/UHF block (1, 1, 0); weight of v_x in null space 1.00000000
  <S^2> 0.84163; Gamma xx yy zz 0.42081 0.42081 3.0e-28
R = 2.3 A: energy change on orbit, 1 rad: 0.0e+00 Eh; |w| = 0.25919
  straight line theta = 0.04: dE/theta^4 0.005110 Eh, w.H.w/8 0.005111 Eh
  displaced +1e-05 along w: |g| 7.042e-06, lam -3.7487e-06, estimate -3.7487e-06 Eh
  displaced +2e-05 along w: |g| 1.408e-05, lam -7.4977e-06, estimate -7.4977e-06 Eh
  displaced -1e-05 along w: |g| 7.042e-06, lam +3.7485e-06, estimate +3.7485e-06 Eh
random state: curvature FD 30.80471, u.H.u 30.80471 Eh
  S_z: |H v| 16.6019 Eh, max|H v - ad_D g| 3.6e-15 Eh
HCl+ R = 1.3 A: E -459.604288 Eh, <S^2> 0.75282, Gamma xx 0.25141
  rank Gamma 2, zeros 3, |v_Lz|^2 1.00069
  lowest nonzero lam [0.00111 0.00807 0.00807 0.29297] Eh
  field b = 0.001 Eh: zeros 1, v.H.v 5.000000e-04 Eh
  lifted lam 1.988749e-03 Eh, b M/Gamma xx 1.988796e-03 Eh
Hubbard triangle t = 1.0, U = 8.0 t, 3 electrons, Hessian dimension 18
up-up-down: E -0.502880 t, site moments [0.4838 0.4838 0.4676] angle(2,3) 180.00 deg
  zeros total/real/imag (2, 1, 1), negative 2, FD zeros 2
  Gamma eigenvalues [0.      0.68795 0.68795]
  lowest nonzero lam [-0.40559 -0.40559  1.46204  1.46204] t
120 degree: E -0.555757 t, site moments [0.4769 0.4769 0.4769] angle(2,3) 120.00 deg
  zeros total/real/imag (3, 1, 2), negative 0, FD zeros 3
  Gamma eigenvalues [0.35826 0.35826 0.68305]
  lowest nonzero lam [ 0.65479  0.65479  1.38839 14.52242] t
```
